# Localization and transmission in the Aubry-André chain from duality: test program

```python
"""Aubry-Andre chain: localization from duality and from transmission.

Model: hop*(u[n+1] + u[n-1]) + pot*cos(2 pi beta n + phase)*u[n] = E*u[n].
Result under test: for irrational beta and pot > 2*hop the Lyapunov exponent
(growth rate of the transfer matrix per site) is ln(pot/(2 hop)) on the
spectrum, and ln(transmission) falls with twice that rate per site.
Duality exchanges (hop, pot) with (pot/2, 2 hop) at the same energy E.
Energies are in units of the hopping of the original chain, lengths in sites.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal

GOLDEN = (np.sqrt(5.0) - 1.0) / 2.0
HOP, POT = 1.0, 3.0
DUAL_HOP, DUAL_POT = POT / 2.0, 2.0 * HOP
PREDICTED = np.log(POT / (2.0 * HOP))


def potential(pot, beta, phase, sites):
    return pot * np.cos(2 * np.pi * beta * np.arange(1, sites + 1) + phase)


def exponent(energies, hop, pot, beta=GOLDEN, phase=1.234, sites=20000):
    """Growth rate per site of a generic solution, for an array of energies."""
    energies = np.asarray(energies)
    new, old = np.ones_like(energies), np.zeros_like(energies)
    total = np.zeros(energies.shape)
    for onsite in potential(pot, beta, phase, sites):
        new, old = (energies - onsite) * new / hop - old, new
        size = np.sqrt(np.abs(new) ** 2 + np.abs(old) ** 2)
        new, old = new / size, old / size
        total += np.log(size)
    return total / sites


def spectral_moment(hop, pot, power):
    """Phase average of the site-diagonal element of H**power (exact grid)."""
    half, phases = power + 1, 2 * np.pi * np.arange(32) / 32
    positions = np.arange(-half, half + 1)
    hopping = hop * (np.eye(len(positions), k=1) + np.eye(len(positions), k=-1))
    values = []
    for phase in phases:
        h = hopping + np.diag(pot * np.cos(2 * np.pi * GOLDEN * positions + phase))
        values.append(np.linalg.matrix_power(h, power)[half, half])
    return np.mean(values)


def log_transmission(energy, pot, phases, lengths):
    """ln T from transfer matrices, leads of hopping HOP; rows follow lengths."""
    k = np.arccos(energy / (2 * HOP))
    phases = np.asarray(phases, dtype=float)
    m11, m22 = np.ones_like(phases), np.ones_like(phases)
    m12, m21 = np.zeros_like(phases), np.zeros_like(phases)
    scale, rows = np.zeros_like(phases), []
    for n in range(1, max(lengths) + 1):
        x = (energy - pot * np.cos(2 * np.pi * GOLDEN * n + phases)) / HOP
        m11, m21 = x * m11 - m21, m11
        m12, m22 = x * m12 - m22, m12
        size = np.sqrt(m11**2 + m12**2 + m21**2 + m22**2)
        m11, m12, m21, m22 = m11 / size, m12 / size, m21 / size, m22 / size
        scale += np.log(size)
        if n in lengths:
            denominator = np.abs(m11 * np.exp(-1j * k) - m22 * np.exp(1j * k)
                                 + m12 - m21)
            rows.append(np.log(4 * np.sin(k) ** 2)
                        - 2 * (scale + np.log(denominator)))
    return np.array(rows)


def green_transmission(energy, pot, phase, sites):
    """T from the retarded Green function with lead self-energies."""
    width = np.sqrt(4 * HOP**2 - energy**2)
    h = np.diag(potential(pot, GOLDEN, phase, sites)).astype(complex)
    h += HOP * (np.eye(sites, k=1) + np.eye(sites, k=-1))
    h[0, 0] += (energy - 1j * width) / 2
    h[-1, -1] += (energy - 1j * width) / 2
    green = np.linalg.inv(energy * np.eye(sites) - h)
    return width**2 * abs(green[0, -1]) ** 2


def rate_from_end(energies, onsite, centres):
    """Decay rate between each state's centre and the first site of onsite.

    Recursion from the end towards the centre is the stable direction."""
    new, old = np.ones_like(energies), np.zeros_like(energies)
    total, profile = np.zeros_like(energies), []
    for value in onsite:
        new, old = (energies - value) * new / HOP - old, new
        size = np.hypot(new, old)
        new, old = new / size, old / size
        total = total + np.log(size)
        profile.append(total)
    return np.array(profile)[centres, np.arange(len(energies))] / centres


print(f"beta (golden mean) = {GOLDEN:.6f}")
print(f"hopping t = {HOP:.1f}, potential V = {POT:.1f} (units of t)")
print(f"dual hopping = {DUAL_HOP:.1f}, dual potential = {DUAL_POT:.1f} (units of t)")
print(f"predicted exponent ln(V/2t) = {PREDICTED:.6f} per site")
print(f"predicted localization length = {1 / PREDICTED:.4f} sites")

# Equal densities of states of the chain and its dual, through their moments.
for power in range(1, 11):
    direct = spectral_moment(HOP, POT, power)
    dual = spectral_moment(DUAL_HOP, DUAL_POT, power)
    assert abs(direct - dual) < 1e-10 * max(1.0, abs(direct))
    if power in (2, 4, 6):
        print(f"moment {power}: chain {direct:.6f}, dual {dual:.6f} (t^{power})")

# Eigenstates of a long open chain; those centred near the ends are set aside.
SITES, MARGIN, CHAIN_PHASE = 1500, 400, 0.7
onsite = potential(POT, GOLDEN, CHAIN_PHASE, SITES)
levels, vectors = eigh_tridiagonal(onsite, HOP * np.ones(SITES - 1))
centres = np.argmax(np.abs(vectors), axis=0)
inner = (centres >= MARGIN) & (centres < SITES - MARGIN)
inner_levels, inner_centres = levels[inner], centres[inner]
print(f"open chain: {SITES} sites, {inner.sum()} states centred >= {MARGIN} from ends")

# A localized eigenvector generates a persistent solution of the dual chain.
chosen = np.argmin(np.abs(centres - SITES // 2))
theta, steps = 0.31, np.arange(1000)
x = theta + 2 * np.pi * GOLDEN * steps
positions = np.arange(1, SITES + 1)
near = np.abs(positions - 1 - centres[chosen]) <= 150
wave = np.exp(1j * np.outer(x, positions[near])) @ vectors[near, chosen]
wave = wave * np.exp(1j * steps * CHAIN_PHASE)
residual = (DUAL_HOP * (wave[2:] + wave[:-2])
            + (DUAL_POT * np.cos(x[1:-1]) - levels[chosen]) * wave[1:-1])
worst_residual = np.max(np.abs(residual))
mean_square = np.mean(np.abs(wave) ** 2)
# Arguments of the exponentials reach about 1e7, so rounding is about 1e-9.
assert worst_residual < 1e-7
assert abs(mean_square - 1.0) < 0.03
print(f"dual wave from state at E = {levels[chosen]:.6f} t:")
print(f"  largest residual of dual equation = {worst_residual:.1e} t")
print(f"  mean square over {len(steps)} dual sites = {mean_square:.4f}")

# Exponents on the spectrum: chain and dual.
picks = np.linspace(0, len(inner_levels) - 1, 9).astype(int)
sample = np.append(inner_levels[picks], 0.0)
direct = exponent(sample, HOP, POT)
dual = exponent(sample, DUAL_HOP, DUAL_POT)
# Finite products of 20000 matrices carry end corrections of a few tens / 20000.
assert np.max(np.abs(direct - PREDICTED)) < 3e-3
assert np.max(np.abs(dual)) < 3e-3
print("exponents per site on the spectrum (20000 sites):")
for i in (0, 2, 4, 6, 8, 9):
    print(f"  E = {sample[i]:9.5f} t: chain {direct[i]:.5f}, dual {dual[i]:.5f}")

# In a gap the exponent is larger, by exactly the dual exponent.
widest = np.argmax(np.diff(inner_levels))
gap_energy = 0.5 * (inner_levels[widest] + inner_levels[widest + 1])
gap_width = inner_levels[widest + 1] - inner_levels[widest]
gap_direct = exponent(np.array([gap_energy]), HOP, POT)[0]
gap_dual = exponent(np.array([gap_energy]), DUAL_HOP, DUAL_POT)[0]
assert gap_dual > 0.05 and abs(gap_energy) < 2 * HOP
assert abs(gap_direct - gap_dual - PREDICTED) < 1e-3
print(f"largest gap: centre {gap_energy:.5f} t, width {gap_width:.5f} t")
print(f"  chain exponent {gap_direct:.5f}, dual exponent {gap_dual:.5f} per site")
print(f"  difference = {gap_direct - gap_dual:.5f} per site")

# Thouless formula: exponent from the level density of the open chain.
test_energies = np.array([0.0, gap_energy, 0.3 + 0.2j])
from_levels = np.array([np.mean(np.log(np.abs(e - levels))) - np.log(HOP)
                        for e in test_energies])
from_growth = exponent(test_energies, HOP, POT)
# End corrections are of order ten divided by the 1500 sites.
assert np.max(np.abs(from_levels - from_growth)) < 0.015
print("Thouless formula (levels of open chain against growth), per site:")
for e, a, b in zip(test_energies, from_levels, from_growth):
    print(f"  E = {e.real:.4f}{e.imag:+.4f}i t: levels {a:.4f}, growth {b:.4f}")

# Decay rates of every inner eigenstate, towards both ends.
left = rate_from_end(inner_levels, onsite, inner_centres)
right = rate_from_end(inner_levels, onsite[::-1], SITES - 1 - inner_centres)
rates = np.concatenate([left, right])
# Near-degenerate distant states shift ln|u| by up to about 15 over >= 400 sites.
assert abs(np.median(rates) - PREDICTED) < 0.01
assert np.max(np.abs(rates - PREDICTED)) < 0.06
print(f"eigenstate decay rates: median {np.median(rates):.4f}, "
      f"min {rates.min():.4f}, max {rates.max():.4f} per site")

# Transmission formula against the Green function.
worst = 0.0
for energy in (0.0, 0.7, -1.3):
    by_transfer = np.exp(log_transmission(energy, POT, [0.4], [12])[0, 0])
    by_green = green_transmission(energy, POT, 0.4, 12)
    worst = max(worst, abs(by_transfer / by_green - 1))
assert worst < 1e-9
print(f"transmission, transfer matrix against Green function: rel. diff {worst:.1e}")

# Scaling of the phase-averaged ln T with length.
lengths = list(range(100, 801, 100))
phases = 2 * np.pi * (np.arange(400) + 0.37) / 400
print(f"mean ln T at E = 0, {len(phases)} phases, slope fitted over "
      f"{lengths[0]}-{lengths[-1]} sites:")
for pot in (1.0, 2.5, 3.0, 4.0):
    mean_log = log_transmission(0.0, pot, phases, lengths).mean(axis=1)
    slope = np.polyfit(lengths, mean_log, 1)[0]
    expected = -2 * max(0.0, np.log(pot / (2 * HOP)))
    # A bounded oscillation of ln T with length limits the fitted slope.
    assert abs(slope - expected) < 0.01
    if pot < 2 * HOP:
        assert mean_log[-1] > np.log(0.05)
    print(f"  V = {pot:.1f} t: slope {slope:.5f}, predicted {expected:.5f} per site")
    if pot in (1.0, POT):
        print(f"    mean ln T: {mean_log[0]:.3f} (100), {mean_log[3]:.3f} (400), "
              f"{mean_log[-1]:.3f} (800 sites)")

gap_log = log_transmission(gap_energy, POT, phases, lengths).mean(axis=1)
gap_slope = np.polyfit(lengths, gap_log, 1)[0]
assert abs(gap_slope + 2 * (gap_dual + PREDICTED)) < 0.01
print(f"gap energy, V = {POT:.1f} t: slope {gap_slope:.5f}, "
      f"predicted {-2 * (gap_dual + PREDICTED):.5f} per site")

# Rational beta: a Bloch state in a band does not localize although V > 2t.
period, rational, bloch_phase = 5, 3.0 / 5.0, 0.3
cell = np.diag(potential(POT, rational, bloch_phase, period)).astype(complex)
cell += HOP * (np.eye(period, k=1) + np.eye(period, k=-1))
cell[0, -1] += HOP * np.exp(-0.5j * np.pi)
cell[-1, 0] += HOP * np.exp(0.5j * np.pi)
band_energy = np.linalg.eigvalsh(cell)[period // 2]
band_exponent = exponent(np.array([band_energy]), HOP, POT,
                         beta=rational, phase=bloch_phase)[0]
assert abs(band_exponent) < 1e-3
print(f"rational beta = {rational:.1f}, band energy {band_energy:.5f} t: "
      f"exponent {abs(band_exponent):.5f} per site")

print("finished without a failed check")
```

Printed output:

```
beta (golden mean) = 0.618034
hopping t = 1.0, potential V = 3.0 (units of t)
dual hopping = 1.5, dual potential = 2.0 (units of t)
predicted exponent ln(V/2t) = 0.405465 per site
predicted localization length = 2.4663 sites
moment 2: chain 6.500000, dual 6.500000 (t^2)
moment 4: chain 59.102360, dual 59.102360 (t^4)
moment 6: chain 569.259393, dual 569.259393 (t^6)
open chain: 1500 sites, 700 states centred >= 400 from ends
dual wave from state at E = -0.044992 t:
  largest residual of dual equation = 1.0e-09 t
  mean square over 1000 dual sites = 1.0002
exponents per site on the spectrum (20000 sites):
  E =  -3.38619 t: chain 0.40556, dual 0.00028
  E =  -2.57080 t: chain 0.40537, dual 0.00002
  E =   0.00254 t: chain 0.40540, dual 0.00005
  E =   2.57541 t: chain 0.40558, dual 0.00009
  E =   3.38622 t: chain 0.40544, dual 0.00019
  E =   0.00000 t: chain 0.40565, dual 0.00005
largest gap: centre -1.31787 t, width 1.86900 t
  chain exponent 0.76357, dual exponent 0.35810 per site
  difference = 0.40546 per site
Thouless formula (levels of open chain against growth), per site:
  E = 0.0000+0.0000i t: levels 0.4064, growth 0.4056
  E = -1.3179+0.0000i t: levels 0.7634, growth 0.7636
  E = 0.3000+0.2000i t: levels 0.5594, growth 0.5597
eigenstate decay rates: median 0.4115, min 0.4002, max 0.4230 per site
transmission, transfer matrix against Green function: rel. diff 5.1e-15
mean ln T at E = 0, 400 phases, slope fitted over 100-800 sites:
  V = 1.0 t: slope -0.00015, predicted -0.00000 per site
    mean ln T: -0.289 (100), -0.324 (400), -0.722 (800 sites)
  V = 2.5 t: slope -0.44631, predicted -0.44629 per site
  V = 3.0 t: slope -0.81095, predicted -0.81093 per site
    mean ln T: -81.592 (100), -324.884 (400), -649.266 (800 sites)
  V = 4.0 t: slope -1.38632, predicted -1.38629 per site
gap energy, V = 3.0 t: slope -1.52712, predicted -1.52714 per site
rational beta = 0.6, band energy 0.01798 t: exponent 0.00000 per site
finished without a failed check
```
